# Wall shear stress that must roll a 100 nm particle off a wafer

**Question**

I am trying to estimate the wall shear stress needed to roll a 100 nm particle (diameter) off a flat wafer in a liquid. My starting point is

$$\text{hydrodynamic torque}=\text{adhesion force}\times\text{contact radius}.$$

I am stuck in three places. Why is the lever arm of adhesion the contact radius, when the adhesion force points through the middle of the contact? For the torque, should I use Stokes drag times the particle radius, although the particle touches a wall? And where does the contact radius come from if nothing presses on the particle?

My numbers are round model values: Hamaker constant across the liquid $A=1.0\times10^{-20}$ J, contact separation $z_0=0.30$ nm, combined elastic modulus $E^*=50$ GPa, viscosity $\mu=1.0$ mPa s. Particle and wafer are smooth.

**Answer**

Your balance is usable, but it gives the stress above which the particle *cannot* stay at rest. It may start rolling much earlier, and the limit is only as good as the contact radius put into it. I use SI units, sphere radius $R=50$ nm, flow along $x$ and the wafer at $z=0$.

**1. Why the arm is the contact radius**

Let the contact be a disc of radius $c$. The attraction $F$ pulls along the disc's axis, and the disc answers with a pressure $p\ge 0$: it can push but not pull. Vertical balance requires $\int p\,dS=F$. The moment of this pressure about the disc's centre is

$$\int x\,p\,dS\le c\int p\,dS=Fc ,$$

because $x\le c$ on the disc. Adhesion itself has no moment about the centre. Under flow, the supporting pressure shifts downstream, and it can shift no further than the edge. Friction lies in the contact plane and has no moment about this point either.

So $Fc$ is the largest resisting moment of a fixed disc. A real elastic contact can peel at the rear and re-form at the front before this limit is reached. For a perfectly smooth sphere with fully reversible elasticity and adhesion, the pressure simply moves along with the axis of the attraction, and the resisting moment is zero. Resistance needs something that pins the contact, such as adhesion hysteresis, a flattened facet, roughness or atomic structure, and $Fc$ bounds what pinning of a disc of radius $c$ can supply.

The vertical balance contains no lift. In creeping flow, every force is proportional to the wall stress $\tau$, so lift would change sign with $\tau$. But reversing the flow is the same as viewing the system in a mirror $x\to-x$, which leaves a vertical force unchanged. Lift is therefore zero in this regime.

**2. The moment of the flow**

Far from the particle the velocity is $\dot\gamma z\,\hat x$, with $\tau=\mu\dot\gamma$. Linearity and dimensions give

$$F_h=f\,\tau R^2,\qquad M=k\,\tau R^3 ,$$

with $M$ taken about the contact and $f,k$ pure numbers.

Ignoring the wall's effect on the disturbance, the drag is $6\pi\mu R(\dot\gamma R)=6\pi\tau R^2$, with arm $R$. There is also a couple: the fluid rotates at $\dot\gamma/2$ while the sphere does not, which gives $8\pi\mu R^3(\dot\gamma/2)=4\pi\tau R^3$. Both tip the sphere downstream, so this estimate is $k\approx10\pi=31.4$. Drag times radius alone would miss the couple.

To include the wall, start with a point force $\mathbf g$ at $\mathbf y$. With $\mathbf r=\mathbf x-\mathbf y$, its flow in unbounded liquid is

$$\mathbf v=\frac1{8\pi\mu}\left[\frac{\mathbf g}{r}+\frac{(\mathbf g\cdot\mathbf r)\mathbf r}{r^3}\right].$$

Let $\mathbf V,P$ be the mirror image of this flow and its pressure, with the singular point below the wall. On the wall, $\mathbf V=(v_x,v_y,-v_z)$. Add

$$\mathbf w=-\mathbf V+2V_z\hat z-2z\nabla V_z+\frac{z^2}{\mu}\nabla P .$$

At $z=0$ this equals $(-v_x,-v_y,-v_z)$, so $\mathbf v+\mathbf w$ vanishes there. Using $\mu\nabla^2V_z=\partial_zP$ and $\nabla^2P=0$,

$$\nabla\cdot\mathbf w=2\partial_zV_z-2\partial_zV_z-2z\nabla^2V_z+\frac{2z}{\mu}\partial_zP=0,$$

$$\begin{aligned}\mu\nabla^2\mathbf w&=-\nabla P+2\hat z\,\partial_zP-4\mu\nabla\partial_zV_z-2z\nabla\partial_zP+2\nabla P+4z\nabla\partial_zP\\&=\nabla\left(P-4\mu\,\partial_zV_z+2z\,\partial_zP\right).\end{aligned}$$

The last line uses $\nabla(z\,\partial_zP)=\hat z\,\partial_zP+z\nabla\partial_zP$. Thus $\mathbf w$ is a Stokes flow, regular in the liquid.

Now place rings of such forces $\mathbf g_n$ at points $\mathbf y_n$ inside the sphere, and choose them so that their combined flow equals $-\dot\gamma z\,\hat x$ on its surface. The total velocity then vanishes on both sphere and wafer. Continued into the sphere, the stress obeys $\nabla\cdot\sigma=-\sum\mathbf g_n\delta(\mathbf x-\mathbf y_n)$. Integrating over the sphere gives the force on it, $-\sum\mathbf g_n$, and, because $\sigma$ is symmetric, the moment $-\sum\mathbf y_n\times\mathbf g_n$. The undisturbed shear adds nothing, since its stress is free of divergence.

I solved this numerically for small gaps between sphere and wall:

| Gap$/R$ | Drag$/(\tau R\,h)$ | Couple$/(\tau R^3)$ |
|---|---|---|
| 0.0201 | 31.778 | 11.884 |
| 0.0453 | 31.443 | 11.909 |
| 0.0811 | 30.997 | 11.943 |

Here $h$ is the height of the sphere's centre. At surface points not used in the fit, the velocity error was at most $1.8\times10^{-5}\,\dot\gamma R$. Quadratic extrapolation to zero gap gives

$$f=32.05,\qquad k-f=11.86,\qquad k=43.92 .$$

A straight line through the two smallest gaps gives $k=43.91$. The wall raises the moment by a factor 1.40 over $10\pi$. The rise is due entirely to the drag, which is 1.70 times its unbounded value; the couple is slightly reduced, to 0.944 times its own.

**3. The adhesion force**

Take a pair energy $-C/r^6$ between atoms. An atom at height $z$ above a half-space of number density $n_1$ is pulled down with the force

$$\int_z^\infty d\zeta\int_0^\infty 2\pi\rho\,d\rho\,\frac{6Cn_1\zeta}{(\rho^2+\zeta^2)^4}=2\pi Cn_1\int_z^\infty\frac{d\zeta}{\zeta^5}=\frac{\pi Cn_1}{2z^4}.$$

Multiplying by the sphere's atomic density $n_2$ and writing $A=\pi^2Cn_1n_2$ gives a force per volume $A/(2\pi z^4)$. A slice of the sphere at height $t$ above its lowest point has area $\pi(2Rt-t^2)$. With $s=z_0+t$ and $b=z_0+2R$,

$$F=\frac A2\int_{z_0}^{b}\frac{(s-z_0)(b-s)}{s^4}\,ds=\frac A2\,\frac{(b-z_0)^3}{6z_0^2b^2}=\frac{AR}{6z_0^2}\left(1+\frac{z_0}{2R}\right)^{-2}.$$

The integral follows from expanding the numerator as $-s^2+(z_0+b)s-z_0b$ and integrating term by term. The last factor is 0.994 here, so I drop it:

$$F=\frac{AR}{6z_0^2}=\frac{(1.0\times10^{-20})(50\times10^{-9})}{6(0.30\times10^{-9})^2}\ \text{N}=0.926\ \text{nN}.$$

The particle's weight in the liquid, for an excess density of 1000 kg/m³, is only $5\times10^{-18}$ N.

**4. The contact radius**

Adhesion does the pressing. For stiff, small particles the attraction can be treated as an outside load $F$ on an ordinary elastic contact.

Try the pressure $p=p_0\sqrt{1-r^2/c^2}$. I take as known that a point load $q$ on an elastic half-space displaces its surface at distance $s$ in proportion to $q/s$. For the two bodies together the displacement is $q/(\pi E^*s)$. To sum the loads at a point a distance $r<c$ from the centre, use polar coordinates about that point. The area element $s\,ds\,d\psi$ cancels the $1/s$. Along a full line at angle $\psi$, the integral of $\sqrt{c^2-r^2\sin^2\psi-(s+r\cos\psi)^2}$ is the area of a half-circle, $\tfrac{\pi}{2}(c^2-r^2\sin^2\psi)$. Hence

$$u(r)=\frac{p_0}{\pi E^*c}\int_0^\pi\frac\pi2\,(c^2-r^2\sin^2\psi)\,d\psi=\frac{\pi p_0}{4E^*c}(2c^2-r^2).$$

Near contact the sphere's surface rises as $r^2/(2R)$, so closing the gap requires $u(0)-u(r)=r^2/(2R)$. This gives $p_0=2E^*c/(\pi R)$. The total load is $F=\tfrac23\pi c^2p_0=4E^*c^3/(3R)$, and therefore

$$c=\left(\frac{3FR}{4E^*}\right)^{1/3}=0.886\ \text{nm}.$$

Three conditions stand behind this step.

- Elastic stretching by the attraction must be small compared with $z_0$. This is measured by the Tabor parameter $(RW^2/E^{*2}z_0^3)^{1/3}$, where $W=A/(12\pi z_0^2)=2.95$ mJ/m² is the work of adhesion. It is 0.019 here.
- The flattened disc must add little attraction. The pull on a disc of this size at separation $z_0$ is $\pi c^2\cdot A/(6\pi z_0^3)$, which is $c^2/(Rz_0)=0.052$ of $F$. The extra attraction caused by flattening is of this order; its exact size depends on how the surface around the disc deforms. Since $Fc\propto F^{4/3}$, including it would raise the threshold by an amount of order 10%.
- The repulsion must act as a hard wall at $z_0$, giving way by much less than the indentation $c^2/R=0.016$ nm. This condition is poorly met here. Take a surface pressure $\frac{A}{6\pi z_0^3}\left[(z_0/h)^9-(z_0/h)^3\right]$ at local gap $h$ and a rigid sphere. The net force vanishes when the central gap $h_0$ obeys $(z_0/h_0)^6=4$, so $h_0=0.79z_0$. The compressed zone then has radius $\sqrt{2R(z_0-h_0)}=2.5$ nm and carries $0.75F$. The product of force and radius is about twice $Fc$, and it leads to a threshold scaling as $R^{-3/2}$ rather than $R^{-4/3}$.

**5. The threshold**

Setting $k\tau R^3=Fc$ and inserting $F$ into $c^3=3FR/(4E^*)=AR^2/(8E^*z_0^2)$ gives

$$\boxed{\tau^*=\frac{Fc}{kR^3}=\frac1k\,\frac{A}{6z_0^2}\left(\frac{A}{8E^*z_0^2}\right)^{1/3}R^{-4/3}}$$

With the numbers,

$$\tau^*=\frac{8.20\times10^{-19}\ \text{N m}}{5.49\times10^{-21}\ \text{m}^3}\approx149\ \text{Pa}.$$

Using $10\pi$ in place of $k$ would give 209 Pa, which is 40% higher.

The corresponding shear rate is $1.5\times10^5$ s⁻¹. The undisturbed liquid moves at only 7.5 mm/s at the height of the particle's centre, but a linear profile with this slope would reach 1.5 m/s just 10 µm from the wafer. For a liquid density of 1000 kg/m³ the particle Reynolds number is $4\times10^{-4}$, so creeping flow is a consistent assumption.

**Rolling or sliding?** At threshold the drag is $f\tau^*R^2=12$ pN, or 0.013 of the adhesion force. If friction is a coefficient times the adhesive load, a coefficient above 0.013 holds the particle against sliding up to $\tau^*$. With a smaller coefficient it slides before $\tau^*$ is reached, unless it has already begun to roll. Rolling is favoured because the flow acts with an arm of order $R$, while adhesion resists with the much shorter arm $c$.

**Size.** At fixed $A$, $z_0$ and $E^*$, the flow moment falls as $R^3$ but the adhesion moment only as $R\cdot R^{2/3}=R^{5/3}$. Halving the diameter therefore raises the threshold by $2^{4/3}=2.52$: about 376 Pa at 50 nm, against 59 Pa at 200 nm.

**How far to trust 149 Pa on a real wafer.** A Hamaker constant near $10^{-20}$ J is a reasonable size for silica in water; alumina on alumina is several times higher, and metal on metal can be ten or more times higher. On an oxide surface the increase is smaller, roughly a factor of 2 for alumina and a few for metals. For a tenfold increase the formula would give $10^{4/3}\approx22$ times the stress, although $c^2/(Rz_0)$ would grow to about 0.24 and the simple contact model would become rough: adding the attraction over the flattened gap raises the factor to about 36. The separation matters even more: $\tau^*\propto z_0^{-8/3}$, so doubling $z_0$ at fixed $A$, $E^*$ and $R$ lowers the threshold by a factor of about 6. Real surfaces also break the assumption of smoothness. Roughness can weaken the attraction but also widen the base on which the particle stands, so its net effect has no fixed sign. Double-layer repulsion lowers the threshold, while chemical bonds formed at the contact raise it. Finally, a contact radius below 1 nm spans only a few atoms, so the continuum value of $c$ is an estimate. I would quote the result as "at most a few hundred Pa for these parameters". $\tau^*$ is an upper limit for a particle at rest only for a hard-wall contact, up to the flattening correction of order 10%; with the softer repulsion of section 4 the limit is about 320 Pa. If peeling limits the arm to 0.2 nm, about an atomic spacing, rolling starts at 34 Pa. Thermal motion can help too: rolling by a distance $c$ against the full moment $Fc$ takes only $Fc^2/R=1.5\times10^{-20}$ J, about $3.5\,k_BT$ at room temperature.

The numerical output below lists the main values used here.

## Table of computed values

```
particle diameter: 100 nm, radius: 50 nm
Hamaker constant A: 1.0e-20 J
contact separation z0: 0.30 nm
combined modulus E*: 50 GPa
viscosity: 1.0 mPa s
liquid density: 1000 kg/m^3
excess particle density: 1000 kg/m^3
largest slip of wall flow in test: 4.4e-18 (reduced)
far sphere, height/radius: 20
far sphere, drag/(6 pi mu R rate H): 1.0289
far sphere, couple/(4 pi mu rate R^3): 1.0000
gap/R 0.0201: drag/height 31.778, couple 11.884 (reduced)
gap/R 0.0453: drag/height 31.443, couple 11.909 (reduced)
gap/R 0.0811: drag/height 30.997, couple 11.943 (reduced)
held-out surface velocity error: 1.8e-05 (rate*R)
relative change, second discretization: 3.3e-06
at contact, force number f: 32.05
at contact, couple number k-f: 11.86
at contact, moment number k: 43.92
k from linear extrapolation of two gaps: 43.91
f/(6 pi): 1.701
(k-f)/(4 pi): 0.944
unbounded-fluid estimate 10 pi: 31.42
k/(10 pi): 1.398
adhesion force F_ad: 0.926 nN
finite-size factor of F_ad: 0.9940
contact radius c: 0.886 nm
peak contact pressure: 0.564 GPa
greatest reaction arm / c: 1.0000
adhesion moment F_ad c: 8.200e-19 N m
flow moment per stress k R^3: 5.490e-21 m^3
threshold wall shear stress: 149.4 Pa
threshold from numerical pieces: 148.2 Pa
threshold with 10 pi instead of k: 208.8 Pa
threshold wall shear rate: 1.494e+05 1/s
undisturbed speed at sphere centre: 7.47 mm/s
flow force at threshold: 11.97 pN
flow force / adhesion force: 0.0129
particle Reynolds number: 3.7e-04
weight in liquid: 5.13e-18 N
work of adhesion: 2.95 mJ/m^2
Tabor parameter: 0.0186
c^2/(R z0): 0.0523
threshold at diameter 50 nm: 376.4 Pa
threshold at diameter 200 nm: 59.3 Pa
ratio for halved diameter: 2.520
```
